\section*{Near-equilibrium Shockley-Read-Hall recombination without subtractive cancellation}

\section{Three-digit arithmetic}

Take a semiconductor with a recombination centre at midgap, equal electron and hole lifetimes $\tau$, and equal carrier densities $n=p$. Measure densities in units of the intrinsic density $n_i$. The Shockley-Read-Hall rate, derived below, is then
\[
U=\frac{np-1}{2\tau(n+1)} .
\]
Let the quasi-Fermi levels of electrons and holes differ by $\delta=0.012$ in units of the thermal energy. With Boltzmann carriers $np=e^{\delta}$, so $n=p=e^{0.006}=1.00602$. The true numerator is $e^{0.012}-1=0.01207$, and $U=0.01207/4.012\,\tau=0.00301/\tau$.

Now keep three significant digits after every operation. The density is stored as $1.01$, its square $1.0201$ becomes $1.02$, and the numerator becomes $0.02$. The rate is $0.02/4.02\,\tau=0.00498/\tau$, too large by about two thirds. With $\delta=0.004$ the density $1.002$ is stored as $1.00$ and the computed rate is zero. The subtraction itself makes no error here. It removes the leading digits, which were right, and leaves the rounding of the densities.

The function $\operatorname{expm1}(x)=e^x-1$, supplied by numerical libraries, is evaluated without forming $e^x$ first. For small $x$ it can use
\[
\operatorname{expm1}(x)=x+\tfrac12x^2+\dots ,
\]
which gives $0.012+0.000072$, or $0.0121$ in three digits. The rate is $0.0121/4.02\,\tau=0.00301/\tau$, as it should be.

This works because $\delta$ was available to three digits of its own. Now take an n-type sample with the same splitting, and suppose that only the two levels were stored, at $8.006$ and $7.994$ thermal energies above midgap. In three digits they are $8.01$ and $7.99$, their difference is $0.02$, and $\operatorname{expm1}$ returns $0.0202$. The cancellation has moved from the densities to the levels. The method therefore has two parts: write the numerator through $\operatorname{expm1}$, and obtain the splitting without subtracting large numbers.

\section{The rate from the trap balance}

The algebra uses atomic units, with temperature expressed as an energy $\theta=k_BT$. Energies are measured from midgap. A trap of density $N_t$ has one level $E_t$, into which any degeneracy factor is absorbed, and is filled with probability $f$. Each band is in equilibrium within itself, with quasi-Fermi levels $E_{Fn}$ and $E_{Fp}$, and
\[
\Delta=E_{Fn}-E_{Fp},\qquad \delta=\Delta/\theta .
\]
An empty trap captures an electron at frequency $C_n$, and a filled trap emits one into the conduction band at frequency $e_n$. A filled trap captures a hole at frequency $C_p$, and an empty trap emits one at frequency $e_p$. In multiphonon capture the lattice takes up the energy released. That mechanism determines the size of $C_n$ and $C_p$, but the ratio of emission to capture follows from equilibrium alone.

To find this ratio, consider a conduction state of energy $E$ with occupation $F$. Let its capture flow be $bF(1-f)$ and its emission flow $br(1-F)f$. In equilibrium at a common Fermi level $\mu$ the flows are equal, so
\[
r=\frac{F}{1-F}\,\frac{1-f}{f}
=e^{(\mu-E)/\theta}\,e^{-(\mu-E_t)/\theta}=e^{(E_t-E)/\theta}.
\]
The level $\mu$ has dropped out, so $r$ belongs to the transition and also holds when the trap and the bands are out of mutual equilibrium. Then $1-F=F e^{(E-E_{Fn})/\theta}$, and summing over states gives
\[
e_n=\sum b\,e^{(E_t-E)/\theta}F e^{(E-E_{Fn})/\theta}
=C_n e^{(E_t-E_{Fn})/\theta}.
\]
The energy $E$ cancels inside the sum, whatever the dependence of $b$ on energy. The same argument for holes gives $e_p=C_p e^{(E_{Fp}-E_t)/\theta}$. Hence
\begin{equation}
e_ne_p=C_nC_p\,e^{-\delta}. \label{eq:db}
\end{equation}

In steady state the net capture of electrons equals that of holes:
\[
C_n(1-f)-e_nf=C_pf-e_p(1-f).
\]
Collecting the terms in $f$, with $S=C_n+e_n+C_p+e_p$, gives
\[
f=\frac{C_n+e_p}{S},\qquad 1-f=\frac{e_n+C_p}{S}.
\]
The net recombination rate per volume is therefore
\begin{align}
U&=N_t\,[C_n(1-f)-e_nf]\nonumber\\
&=\frac{N_t}{S}\,[C_ne_n+C_nC_p-e_nC_n-e_ne_p]\nonumber\\
&=-\frac{N_tC_nC_p}{S}\operatorname{expm1}(-\delta), \label{eq:general}
\end{align}
where the last line uses \eqref{eq:db}. Positive $\delta$ gives recombination and negative $\delta$ gives net generation. Equation~\eqref{eq:general} does not require Boltzmann statistics.

For Boltzmann carriers write $C_n=c_nn$ and $C_p=c_pp$, with constant capture coefficients. With equal band masses midgap is the intrinsic level, and
\[
n=n_ie^{E_{Fn}/\theta},\qquad p=n_ie^{-E_{Fp}/\theta},\qquad np=n_i^2e^{\delta}.
\]
The emission frequencies become $e_n=c_nn_1$ and $e_p=c_pp_1$, with $n_1=n_ie^{E_t/\theta}$ and $p_1=n_ie^{-E_t/\theta}$. Define $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$. Dividing numerator and denominator of \eqref{eq:general} by $c_nc_pN_t$, and using $-np\operatorname{expm1}(-\delta)=np-n_i^2$, gives
\begin{equation}
U=\frac{n_i^2\operatorname{expm1}(\delta)}{D},\qquad
D=\tau_p(n+n_1)+\tau_n(p+p_1). \label{eq:srh}
\end{equation}
For midgap traps, equal lifetimes and $n=p$ this is the rate of the first section.

In a degenerate band \eqref{eq:srh} is no longer exact, while \eqref{eq:general} stands. The Boltzmann form overestimates $C_n$ by the factor
\[
\frac{\int_0^\infty b(x)\sqrt{x}\,e^{\eta-x}\,dx}
{\int_0^\infty b(x)\sqrt{x}\,[1+e^{x-\eta}]^{-1}dx},
\]
where $x\theta$ is the energy above the band edge and $\eta\theta$ the height of $E_{Fn}$ above it. For $\eta=3$ and a capture strength $b\propto1+0.3x$, numerical quadrature gives $3.64$, and the numerator is too large by the same factor if the holes are dilute. The rate itself may suffer less. When $C_n$ dominates $S$, \eqref{eq:general} reduces to $U\approx-N_tC_p\operatorname{expm1}(-\delta)$, so the factor cancels if the same Boltzmann value of $C_n$ is used in the denominator. If the true $C_n$ is used there, the factor remains in $U$. If instead the true density $n$ is put into $D$ of \eqref{eq:srh}, the rate is too large by the ratio of the Boltzmann density to the true one, the same quotient with $b=1$, which is $4.48$ at $\eta=3$.

\section{Rounding errors}

Let $u$ be the unit roundoff, the largest relative error of rounding one number. It is $2^{-53}\approx1.1\times10^{-16}$ in double precision and $2^{-24}\approx6.0\times10^{-8}$ in single precision. Errors are followed to first order in $u$, and overflow and underflow are excluded. All densities and lifetimes are assumed to be correctly rounded.

\textbf{Denominator.} All terms of $D$ are positive, so if the additions were exact, the relative error of a sum would be no larger than the worst relative error among its summands. A stored density contributes $u$, the addition $n+n_1$ another, the stored lifetime one, the multiplication one, and the final addition one. With the division by $D$ the total is $6u$.

\textbf{Direct subtraction.} The computed products are $np(1+\alpha)$ and $n_i^2(1+\beta)$. Each holds two stored factors and one multiplication, so $|\alpha|,|\beta|\le3u$. The relative error they cause in the difference is
\[
\left|\frac{np\,\alpha-n_i^2\beta}{np-n_i^2}\right|
\le3u\,\frac{e^\delta+1}{|e^\delta-1|}=3u\coth\frac{|\delta|}{2},
\]
where the last step multiplies numerator and denominator by $e^{-\delta/2}$. The subtraction adds at most $u$. The relative error of $U$ is bounded by
\begin{equation}
\left[3\coth(|\delta|/2)+7\right]u\;\longrightarrow\;\frac{6u}{|\delta|}
\qquad(|\delta|\ll1). \label{eq:direct}
\end{equation}
Once $|\delta|$ falls to about $6u$, the bound no longer guarantees even the sign of the rate.

\textbf{Stored splitting.} A relative error $\varepsilon$ in $\delta$ changes $\operatorname{expm1}(\delta)$ by the relative amount $\kappa\varepsilon$, with
\[
\kappa(\delta)=\frac{\delta}{\operatorname{expm1}(\delta)}\,
\frac{d\operatorname{expm1}(\delta)}{d\delta}
=\frac{\delta e^\delta}{e^\delta-1}=1+\frac{\delta}{2}+\dots
\]
If $\delta$ is stored to full relative precision, this contributes $\kappa u$. The square $n_i^2$ contributes $3u$, an $\operatorname{expm1}$ good to one unit in the last place $2u$, and the multiplication $u$. With $6u$ from the denominator and division, the bound is
\begin{equation}
[\kappa(\delta)+12]\,u\;\longrightarrow\;13u\qquad(\delta\to0). \label{eq:stored}
\end{equation}
Nothing diverges at equilibrium.

\textbf{Subtracted levels.} Rounding the two levels changes $\Delta$ by at most $u(|E_{Fn}|+|E_{Fp}|)$. The subtraction, the stored $\theta$ and the division add at most $3u$ to the relative error of $\delta$. The bound becomes
\begin{equation}
\left[\kappa\left(\frac{|E_{Fn}|+|E_{Fp}|}{|\Delta|}+3\right)+12\right]u .
\label{eq:levels}
\end{equation}
Near equilibrium its leading term is $2|E_{Fn}|u/|\Delta|$, against $6\theta u/|\Delta|$ for direct subtraction. By these bounds, the use of $\operatorname{expm1}$ with subtracted levels is worse than direct subtraction of correctly rounded densities when $|E_{Fn}|>3\theta$. If the densities are themselves computed from the stored levels, that advantage goes: a level error $u|E_{Fn}|$ becomes a relative density error $u|E_{Fn}|/\theta$, the rounding of the quotient $E_{Fn}/\theta$ adds as much again, and division by $\delta$ gives a leading term $4|E_{Fn}|u/|\Delta|$, twice that of \eqref{eq:levels}.

The bound \eqref{eq:levels} depends on the origin from which the stored levels are measured, here midgap. If they are measured from the equilibrium Fermi level and lie on either side of it, then $|E_{Fn}|+|E_{Fp}|=|\Delta|$, nothing cancels, and the bound is $(4\kappa+12)u$. The cancellation returns wherever both levels lie far from the origin compared with $|\Delta|$, as in a neutral region held at a bias.

\section{The method in general}

A solver can carry $E_{Fn}$ and $\Delta$ as its unknowns and form $E_{Fp}=E_{Fn}-\Delta$ when the hole density is needed. The small quantity is then never reconstructed from large ones. Forming $\delta=\Delta/\theta$ adds the rounding of $\theta$ and of the division, so with correctly rounded densities the term $\kappa u$ in \eqref{eq:stored} becomes $3\kappa u$ and the limit $15u$. A relative error $\varepsilon$ left in $\Delta$ by incomplete convergence still passes into the numerator of $U$, with the factor $\kappa$ as long as $|\delta\varepsilon|\ll1$.

If the solver carries excess densities $\Delta n$ and $\Delta p$ over equilibrium values $n_0$ and $p_0$, with $n_0p_0=n_i^2$, then
\[
e^\delta=\frac{np}{n_0p_0}
=\left(1+\frac{\Delta n}{n_0}\right)\left(1+\frac{\Delta p}{p_0}\right).
\]
Taking logarithms gives
\begin{equation}
\delta=\operatorname{log1p}(\Delta n/n_0)+\operatorname{log1p}(\Delta p/p_0),
\end{equation}
where $\operatorname{log1p}(x)=\ln(1+x)$ is evaluated accurately for small $x$. For excesses of equal sign the two terms have equal sign and do not cancel. For opposite signs they can, and the protection is lost.

For Boltzmann carriers, both signs and large splittings are covered by
\[
UD=\begin{cases}
-np\operatorname{expm1}(-\delta), & \delta>0,\\
n_i^2\operatorname{expm1}(\delta), & \delta\le0 .
\end{cases}
\]
The two expressions are equal in exact arithmetic. In the first, the product $np$ costs $3u$, just as $n_i^2$ did, and the condition number is $\kappa(-\delta)=\delta/(e^\delta-1)$. In both branches the condition number is thus $|\delta|/(e^{|\delta|}-1)\le1$, so the bound on the error of $U$ is $13u$ for either sign and any size of $\delta$, provided that $\delta$ and the densities are correctly rounded. Densities computed from stored levels can add a relative error of order $u$ times the larger of $|E_{Fn}|/\theta$ and $|E_{Fp}|/\theta$. This error does not grow as $\delta\to0$.

\section{A trap in n-type material}

The following round parameters lie in the rough regime of n-type silicon at 300~K: gap $1.12$~eV, density-of-states masses of one electron mass, $n=10^{16}$~cm$^{-3}$, and a trap $0.05$~eV above midgap with $N_t=10^{13}$~cm$^{-3}$, $c_n=10^{-7}$ and $c_p=10^{-8}$~cm$^3$/s. The lifetimes are $\tau_n=10^{-6}$~s and $\tau_p=10^{-5}$~s. The material is neutral and free of electric field, and the splitting is $\Delta=10^{-6}$~eV.

The band density of states follows from a parabolic band:
\[
N_c=\int_0^\infty\frac{\sqrt2\,m^{3/2}}{\pi^2}\sqrt E\,e^{-E/\theta}dE
=2\left(\frac{m\theta}{2\pi}\right)^{3/2},
\]
since the integral of $\sqrt E\,e^{-E/\theta}$ is $\tfrac12\sqrt\pi\,\theta^{3/2}$. With $\theta=0.025852$~eV this is $2.509\times10^{19}$~cm$^{-3}$, and $n_i=N_ce^{-E_g/2\theta}=9.817\times10^9$~cm$^{-3}$, where $E_g$ is the gap. The electron level is $E_{Fn}=\theta\ln(n/n_i)=0.358$~eV. Then
\begin{align*}
\delta&=10^{-6}/0.025852=3.868\times10^{-5},\\
n_i^2\operatorname{expm1}(\delta)&=9.638\times10^{19}\times3.868\times10^{-5}\\
&=3.728\times10^{15}\ \mathrm{cm^{-6}},\\
D&\approx\tau_pn=1.000\times10^{11}\ \mathrm{s\,cm^{-3}},\\
U&=3.728\times10^{4}\ \mathrm{cm^{-3}s^{-1}}
=3.728\times10^{-20}\ \text{\AA}^{-3}\mathrm{s^{-1}}.
\end{align*}
Capture of the minority holes limits the rate, so $U\approx\Delta p/\tau_p$ with $\Delta p=0.373$~cm$^{-3}$. A density this small is a mean value; fluctuations in the number of carriers are outside the model.

In single precision the stored splitting gives $3.7281\times10^4$, direct subtraction $3.7295\times10^4$ and subtracted levels $3.7776\times10^4$~cm$^{-3}$s$^{-1}$. The last is wrong by $1.3\%$. One evaluation may be lucky, so the table lists the largest relative error of $U$ among 300 random cases per row, in double precision. In these cases $n_i$ lies within a factor of about two of $10^{10}$~cm$^{-3}$ and $E_{Fn}$ between $0.25$ and $0.46$~eV; temperature and trap are held fixed. The reference is the trap balance solved with 60 digits.

\begin{center}
\begin{tabular}{cccc}
$\Delta$ (eV) & direct & stored $\delta$ & levels\\
\hline
$10^{-1}$ & $4\times10^{-16}$ & $5\times10^{-16}$ & $2\times10^{-15}$\\
$10^{-2}$ & $1\times10^{-15}$ & $6\times10^{-16}$ & $6\times10^{-15}$\\
$10^{-6}$ & $1\times10^{-11}$ & $5\times10^{-16}$ & $3\times10^{-11}$\\
$10^{-12}$ & $1\times10^{-5}$ & $5\times10^{-16}$ & $3\times10^{-5}$\\
$10^{-15}$ & $1\times10^{-2}$ & $5\times10^{-16}$ & $6\times10^{-2}$\\
$10^{-17}$ & $1.0$ & $5\times10^{-16}$ & $4.6$
\end{tabular}
\end{center}

From $10^{-6}$ to $10^{-15}$~eV the direct error grows as $1/\Delta$, as \eqref{eq:direct} predicts, and stays below the bound, which is $1.7\times10^{-11}$ at $10^{-6}$~eV. The error with a stored splitting stays level. At $0.1$~eV both errors are only a few $u$. The bounds \eqref{eq:direct} and \eqref{eq:stored} cross at $\delta=0.99$, or $0.025$~eV, so the benefit belongs to splittings below about one thermal energy.

For a rate at $1$~$\mu$eV in double precision, direct subtraction is accurate enough for any physical purpose. It fails when a solver must follow the rate many decades closer to equilibrium. In single precision the trouble comes sooner: at $1$~$\mu$eV the largest direct error in 300 such cases is $0.6\%$, against $3\times10^{-7}$ with a stored splitting.

\section{What limits the physical rate}

The gap and $n_i$ used here are close to the usual rough values for silicon at room temperature. The hole lifetime of $10$~$\mu$s is moderate: real lifetimes range from below a microsecond in contaminated material to milliseconds in pure material. Since $U\approx n_i^2\delta/(\tau_pn)$, a lifetime of $1$~ms with all else fixed would lower the trap rate $U$ a hundredfold. This uncertainty exceeds the effects of temperature and screening estimated next.

Temperature comes next. At fixed $\Delta$, $n$, gap and capture coefficients, a sample $1$~K warmer recombines $16\%$ faster, mainly through $n_i^2$. If multiphonon hole capture is thermally activated, $c_p\propto e^{-E_b/\theta}$, a barrier $E_b=0.1$~eV adds $1.3\%$ for the same kelvin.

The carriers also screen one another, which narrows the gap. In linear screening the potential of a unit charge is $e^{-qr}/(\epsilon r)$, with $q^2=4\pi n/(\epsilon\theta)$. Subtracting the bare $1/(\epsilon r)$ and letting $r\to0$ leaves $-q/\epsilon$ at the carrier. The charging energy is half of this, and an electron and a hole together lower the gap by $q/\epsilon$. For a rough permittivity $\epsilon=12$ the screening length $1/q$ is $41$~nm and the shift is $2.9$~meV. At fixed $n$ and $\Delta$ the rate rises by the factor $e^{0.0029/0.02585}$, or $12\%$. The random positions of the dopants are left out of this estimate, and they are not negligible beside it. Screened donors placed at random give a mean-square potential $n\int(e^{-qr}/\epsilon r)^2d^3r=q\theta/(2\epsilon)$, or $6$~meV rms. The local product $np$ is unchanged while the local rate goes as $1/n$, so for Gaussian fluctuations at fixed mean $n$ the rate gains a further factor $e^{q/(2\epsilon\theta)}$, about $6\%$, for a total near $18\%$.

Other channels are small here. Radiative and Auger recombination carry the same factor $np-n_i^2$, so their ratios to $U$ are $BD$ and $CnD$. Rough coefficients $B=5\times10^{-15}$~cm$^3$/s and $C=3\times10^{-31}$~cm$^6$/s give $0.05\%$ and $0.03\%$. In real silicon at this doping, the attraction between electrons and holes raises the Auger coefficient roughly five- to tenfold, depending on the parametrisation, which still leaves its share well below one per cent at the hole lifetime of $10$~$\mu$s. Both shares grow in proportion to $D$, and so to the hole lifetime. At $1$~ms the radiative rate would be $5\%$ of $U$ and the enhanced Auger rate roughly $15$ to $30\%$, which is no longer small. The leading degeneracy correction to the electron density is $n/(\sqrt8N_c)$, or $0.014\%$.

The assumption of zero field breaks down in the depletion region of a junction, where tunnelling can assist capture and emission. The capture coefficients then depend on the field, and the rate computed here does not apply. For Boltzmann carriers the rounding analysis still holds with given coefficients, provided that each band keeps its own quasi-equilibrium and the numerator keeps its factor $\operatorname{expm1}(\delta)$.
